# Band-edge mass of a pi-bonded chain on Si(111)2x1: test program

```python
# Result under test: a pi-bonded chain with two atoms per period a, hopping
# magnitude t and site energies +D, -D has bands
#     E(k) = +/- sqrt(D^2 + 4 t^2 cos^2(k a / 2)),
# gap 2D at k = pi/a, and equal electron and hole band-edge masses
#     m* = hbar^2 D / (t^2 a^2).
# Energies in eV, lengths in angstrom, masses in electron masses.
# "phase" means k*a. Corrections use assumed round parameters.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, circulant
from scipy.optimize import brentq

a = 3.84
t = 0.5
D = 0.25
temperature = 300.0
hbar2_over_me = const.hbar**2 / (const.m_e * const.e) * 1e20   # eV angstrom^2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10       # eV angstrom
kT = const.k * temperature / const.e


def bands(phase, t1=t, t2=t, site=D, same=0.0, overlap=0.0):
    """Diagonalize the Bloch matrix; returns valence and conduction energy."""
    hop = -(t1 + t2 * np.exp(-1j * phase))
    shift = 2 * same * np.cos(phase)
    s = overlap * (1 + np.exp(-1j * phase))
    H = np.array([[site + shift, hop], [np.conj(hop), -site + shift]])
    S = np.array([[1, s], [np.conj(s), 1]])
    return eigh(H, S, eigvals_only=True)


def numerical_masses(period=a, **model):
    """Electron and hole mass from finite differences at the zone boundary."""
    h = 0.01
    E = np.array([bands(np.pi + j * h, **model) for j in range(-2, 3)])
    curvature = np.array([-1, 16, -30, 16, -1]) @ E / (12 * h**2)
    return (hbar2_over_me / (period**2 * curvature[1]),
            -hbar2_over_me / (period**2 * curvature[0]))


def band_formula(phase):
    return np.sqrt(D**2 + 4 * t**2 * np.cos(phase / 2)**2)


def ring_hamiltonian(cells):
    """Real-space ring; even indices are the upper-energy atoms."""
    n = 2 * cells
    H = np.diag(np.tile([D, -D], cells))
    for i in range(n):
        j = (i + 1) % n
        H[i, j] -= t
        H[j, i] -= t
    return H


# Main mass formula against the curvature of the diagonalized bands
mass = hbar2_over_me * D / (t**2 * a**2)
m_e_num, m_h_num = numerical_masses()
assert np.allclose([m_e_num, m_h_num], mass, rtol=1e-6)
assert abs(mass - 0.52) < 0.005

# Real-space ring: spectrum, gap, edge states and mass from level spacing
cells = 200
levels, states = np.linalg.eigh(ring_hamiltonian(cells))
Ek = band_formula(2 * np.pi * np.arange(cells) / cells)
assert np.allclose(levels, np.sort(np.concatenate([-Ek, Ek])), atol=1e-10)
gap = levels[cells] - levels[cells - 1]
assert abs(gap - 2 * D) < 1e-10
weight_upper = np.sum(states[0::2, cells]**2)
weight_lower = np.sum(states[1::2, cells - 1]**2)
assert abs(weight_upper - 1) < 1e-8 and abs(weight_lower - 1) < 1e-8
q_ring = 2 * np.pi / (cells * a)
mass_ring = hbar2_over_me * q_ring**2 / (2 * (levels[cells + 1] - levels[cells]))
# finite q leaves a nonparabolic error of about one part in a thousand
assert abs(mass_ring / mass - 1) < 2e-3
band_width = levels[-1] - levels[cells]

# Doubled site energy doubles the mass; doubled period divides it by four
mass_double_D = numerical_masses(site=2 * D)[0]
assert abs(mass_double_D / mass - 2) < 1e-5
mass_wrong_period = numerical_masses(period=2 * a)[0]
assert abs(mass_wrong_period / mass - 0.25) < 1e-6

# Momentum mass one thermal energy above the conduction edge
x_th = brentq(lambda x: bands(np.pi + x)[1] - D - kT, 1e-6, 1.0, xtol=1e-13)
h = 1e-4
slope = (bands(np.pi + x_th + h)[1] - bands(np.pi + x_th - h)[1]) / (2 * h)
mass_th = hbar2_over_me * x_th / (a**2 * slope)
assert abs(mass_th / (mass * (1 + kT / D) * x_th / np.sin(x_th)) - 1) < 1e-5

# Unequal bonds
t1, t2 = 0.55, 0.45
half_gap_alt = np.sqrt(D**2 + (t1 - t2)**2)
mass_alt = hbar2_over_me * half_gap_alt / (t1 * t2 * a**2)
assert np.allclose(numerical_masses(t1=t1, t2=t2), mass_alt, rtol=1e-5)
assert abs(bands(np.pi, t1=t1, t2=t2)[1] - half_gap_alt) < 1e-12

# Hopping between equal atoms of neighbouring cells
u = 0.05
mass_u = [hbar2_over_me / (a**2 * (t**2 / D + sign * 2 * u)) for sign in (1, -1)]
assert np.allclose(numerical_masses(same=u), mass_u, rtol=1e-5)

# Nonorthogonal neighbouring orbitals
s = 0.10
mass_s = [hbar2_over_me * D / ((t + sign * s * D)**2 * a**2) for sign in (1, -1)]
assert np.allclose(numerical_masses(overlap=s), mass_s, rtol=1e-5)

# Array of coupled chains, diagonalized in real space
w, b = 0.02, np.sqrt(3) * a
n_cells, n_chains = 10, 40
neighbour = np.zeros(n_chains)
neighbour[[1, -1]] = w
H_array = (np.kron(np.eye(n_chains), ring_hamiltonian(n_cells))
           + np.kron(circulant(neighbour), np.eye(2 * n_cells)))
E_array = np.linalg.eigvalsh(H_array)
edge = n_cells * n_chains
gap_array = E_array[edge] - E_array[edge - 1]
assert abs(gap_array - (2 * D - 4 * w)) < 1e-9
mass_across = hbar2_over_me / (2 * w * b**2)
q_across = 2 * np.pi / (n_chains * b)
spacing = E_array[edge + 1] - E_array[edge]
# finite transverse q leaves an error of about two parts in a thousand
assert abs(hbar2_over_me * q_across**2 / (2 * spacing) / mass_across - 1) < 5e-3

# Electron-hole pair on one chain: relative motion with pair energy 2E(k)
eps_silicon = 12.0
eps_mean = (1 + eps_silicon) / 2


def pair_ground_energy(attraction):
    n = len(attraction)
    pair = 2 * band_formula(2 * np.pi * np.arange(n) / n)
    H = circulant(np.fft.ifft(pair).real) - np.diag(attraction)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


def pair_binding(softening, n):
    index = np.arange(n)
    distance = a * np.minimum(index, n - index)
    V = coulomb / (eps_mean * np.sqrt(distance**2 + softening**2))
    return 2 * D - pair_ground_energy(V)


contact = np.zeros(400)
contact[0] = 0.5
W = pair_ground_energy(contact)
pair_energies = 2 * band_formula(2 * np.pi * np.arange(400) / 400)
assert W < 2 * D
assert abs(np.mean(contact[0] / (pair_energies - W)) - 1) < 1e-8
binding = [pair_binding(c * a, 400) for c in (1, 2)]
binding_small = [pair_binding(c * a, 200) for c in (1, 2)]
assert np.allclose(binding, binding_small, atol=1e-4)
assert binding[0] > binding[1] > kT


def percent(value):
    return 100 * (value / mass - 1)


print(f"period along chain a = {a:.2f} angstrom")
print(f"hopping t = {t:.2f} eV")
print(f"site energies = +/- {D:.2f} eV")
print(f"hbar^2/m_e = {hbar2_over_me:.4f} eV angstrom^2")
print(f"gap at zone boundary = {gap:.4f} eV")
print(f"top of conduction band = {levels[-1]:.4f} eV")
print(f"width of each band = {band_width:.4f} eV")
print(f"effective hopping t^2/(2D) = {t**2 / (2 * D):.4f} eV")
print(f"edge curvature t^2 a^2/D = {t**2 * a**2 / D:.4f} eV angstrom^2")
print(f"band-edge mass, formula = {mass:.4f} m_e")
print(f"electron mass, finite differences = {m_e_num:.4f} m_e")
print(f"hole mass, finite differences = {m_h_num:.4f} m_e")
print(f"cells in real-space ring = {cells}")
print(f"mass from ring level spacing = {mass_ring:.4f} m_e")
print(f"conduction-edge weight on upper atoms = {weight_upper:.4f}")
print(f"valence-edge weight on lower atoms = {weight_lower:.4f}")
print(f"mass with site energy doubled = {mass_double_D:.4f} m_e")
print(f"mass if period is wrongly doubled = {mass_wrong_period:.4f} m_e")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"q*a at kT above edge = {x_th:.4f} rad")
print(f"momentum mass at kT above edge = {mass_th:.4f} m_e")
print(f"  change from edge mass = {percent(mass_th):+.1f} %")
print(f"assumed unequal hoppings = {t1:.2f}, {t2:.2f} eV")
print(f"  gap with unequal hoppings = {2 * half_gap_alt:.4f} eV")
print(f"  mass = {mass_alt:.4f} m_e ({percent(mass_alt):+.1f} %)")
print(f"assumed same-atom hopping u = {u:.2f} eV")
print(f"  electron mass = {mass_u[0]:.4f} m_e ({percent(mass_u[0]):+.1f} %)")
print(f"  hole mass = {mass_u[1]:.4f} m_e ({percent(mass_u[1]):+.1f} %)")
print(f"assumed orbital overlap s = {s:.2f}")
print(f"  electron mass = {mass_s[0]:.4f} m_e ({percent(mass_s[0]):+.1f} %)")
print(f"  hole mass = {mass_s[1]:.4f} m_e ({percent(mass_s[1]):+.1f} %)")
print(f"chain separation b = {b:.3f} angstrom")
print(f"assumed interchain hopping w = {w:.2f} eV")
print(f"  indirect gap = {gap_array:.4f} eV")
print(f"  mass across chains = {mass_across:.2f} m_e")
print(f"assumed silicon dielectric constant = {eps_silicon:.0f}")
print(f"mean dielectric constant = {eps_mean:.1f}")
print(f"pair binding, softening {a:.2f} angstrom = {binding[0]:.2f} eV")
print(f"pair binding, softening {2 * a:.2f} angstrom = {binding[1]:.2f} eV")
print("all tests passed")
```

Output:

```
period along chain a = 3.84 angstrom
hopping t = 0.50 eV
site energies = +/- 0.25 eV
hbar^2/m_e = 7.6200 eV angstrom^2
gap at zone boundary = 0.5000 eV
top of conduction band = 1.0308 eV
width of each band = 0.7808 eV
effective hopping t^2/(2D) = 0.5000 eV
edge curvature t^2 a^2/D = 14.7456 eV angstrom^2
band-edge mass, formula = 0.5168 m_e
electron mass, finite differences = 0.5168 m_e
hole mass, finite differences = 0.5168 m_e
cells in real-space ring = 200
mass from ring level spacing = 0.5173 m_e
conduction-edge weight on upper atoms = 1.0000
valence-edge weight on lower atoms = 1.0000
mass with site energy doubled = 1.0335 m_e
mass if period is wrongly doubled = 0.1292 m_e
temperature = 300 K
thermal energy kT = 0.02585 eV
q*a at kT above edge = 0.2337 rad
momentum mass at kT above edge = 0.5754 m_e
  change from edge mass = +11.4 %
assumed unequal hoppings = 0.55, 0.45 eV
  gap with unequal hoppings = 0.5385 eV
  mass = 0.5622 m_e (+8.8 %)
assumed same-atom hopping u = 0.05 eV
  electron mass = 0.4698 m_e (-9.1 %)
  hole mass = 0.5742 m_e (+11.1 %)
assumed orbital overlap s = 0.10
  electron mass = 0.4687 m_e (-9.3 %)
  hole mass = 0.5726 m_e (+10.8 %)
chain separation b = 6.651 angstrom
assumed interchain hopping w = 0.02 eV
  indirect gap = 0.4200 eV
  mass across chains = 4.31 m_e
assumed silicon dielectric constant = 12
mean dielectric constant = 6.5
pair binding, softening 3.84 angstrom = 0.32 eV
pair binding, softening 7.68 angstrom = 0.18 eV
all tests passed
```
